# Static COHSEX from GW and the Local Coulomb-Hole Potential, part 2

The question is when the frequency dependence of the GW self-energy may be neglected. Atomic units are used in formulas. The orbitals $\varphi_n$, with energies $\varepsilon_n$, form the complete set of a one-body Hamiltonian $H$ with a gap, for one spin direction; $i$ labels occupied orbitals, $a$ empty ones and $n$ both. Primes on functions mark the argument $r'$. The screened interaction is $W=v+W_p$, with $v$ the bare repulsion and
$$W_p(r,r',\omega)=\sum_sw_s(r)w_s(r')\frac{2\Omega_s}{\omega^2-\Omega_s^2},$$
where the modes $s$ have real potentials $w_s$ and energies $\Omega_s>0$. Bare exchange is the $v$ part of $\Sigma_{\rm SEX}$. The remaining, correlation part of the self-energy is
$$\Sigma_c(\omega)=\sum_sw_sw_s'\left[\sum_i\frac{\varphi_i\varphi_i'^*}{\omega-\varepsilon_i+\Omega_s}+\sum_a\frac{\varphi_a\varphi_a'^*}{\omega-\varepsilon_a-\Omega_s}\right].$$
The whole self-energy splits exactly into screened exchange (SEX) and Coulomb hole (COH):
$$\Sigma_{\rm SEX}=-\sum_i\varphi_i\varphi_i'^*W(\omega-\varepsilon_i),\qquad \Sigma_{\rm COH}=\sum_{n,s}\varphi_n\varphi_n'^*\frac{w_sw_s'}{\omega-\varepsilon_n-\Omega_s}.$$
Each part has a pole at $\omega=\varepsilon_i+\Omega_s$ that cancels in the sum. Static COHSEX replaces them by $-\sum_i\varphi_i\varphi_i'^*W(0)$ and the local $\tfrac12\delta(r-r')W_p(r,r,0)$.

For orbital $k$ at $\omega=\varepsilon_k$, write $x_n=\varepsilon_n-\varepsilon_k$ and $M_{ns}=\langle n|w_s|k\rangle$. Then
$$C_k\equiv\langle k|\Sigma_{\rm COH}(\varepsilon_k)|k\rangle=-\sum_{n,s}\frac{|M_{ns}|^2}{\Omega_s+x_n}.$$
The static hole requires $|M_{ns}|^2$ to be concentrated where $|x_n|\ll\Omega_s$. A smooth $w_s$ couples an electron mainly to nearby energies; a rapidly varying one does not.

The example is a one-dimensional model with four electrons in
$$V(x)=-V_0\left[\cosh^{-2}\frac{x-c}{b}+\cosh^{-2}\frac{x+c}{b}\right],$$
with $V_0=30$ eV, $b=1.0$ Å, $c=1.6$ Å and $v=1/\sqrt{(x-x')^2+d^2}$, $d=0.5$ Å. A grid of step 0.2 Å extends 10 Å to each side and carries 101 orbitals. The Hamiltonian with this $V$ defines $G$, and the random-phase approximation (RPA) defines $W$. HOMO denotes the highest occupied orbital.

Q: "Smooth" is a word, not an estimate. What is the error?

A: Separate the static term and the first correction by the identity
$$\frac1{\Omega+x}=\frac1\Omega-\frac{x}{\Omega^2}+\frac{x^2}{\Omega^2(\Omega+x)}.$$
It is verified by putting the right side over $\Omega^2(\Omega+x)$: the numerator is $(\Omega-x)(\Omega+x)+x^2=\Omega^2$. Therefore
$$C_k=C_k^{(0)}+\sum_{n,s}\frac{|M_{ns}|^2x_n}{\Omega_s^2}-\sum_{n,s}\frac{|M_{ns}|^2x_n^2}{\Omega_s^2(\Omega_s+x_n)},$$
where $C_k^{(0)}=-\sum_{n,s}|M_{ns}|^2/\Omega_s$ is the static hole energy. The leading error is the middle term. It needs the energy-weighted sum
$$F_s=\sum_n|M_{ns}|^2(\varepsilon_n-\varepsilon_k).$$

Q: That still contains all the empty orbitals.

A: Closure removes them again. Since $H|n\rangle=\varepsilon_n|n\rangle$,
$$F_s=\langle k|w_sHw_s|k\rangle-\varepsilon_k\langle k|w_s^2|k\rangle.$$
Now expand the double commutator:
$$[w_s,[H,w_s]]=2w_sHw_s-w_s^2H-Hw_s^2.$$
Its expectation value in $|k\rangle$ is $2F_s$, because $H$ gives $\varepsilon_k$ in each of the last two terms. Take $H=-\tfrac12\nabla^2+V(r)$. The local potential commutes with $w_s$, which leaves
$$[H,w_s]=-\tfrac12(\nabla^2w_s)-\nabla w_s\cdot\nabla .$$
The first term also commutes with $w_s$. For the second, act on any function $f$:
$$[w_s,\nabla w_s\cdot\nabla]f=w_s\nabla w_s\cdot\nabla f-\nabla w_s\cdot\nabla(w_sf)=-|\nabla w_s|^2f.$$
With the minus sign in front, the double commutator is $+|\nabla w_s|^2$, and
$$F_s=\tfrac12\langle k|\,|\nabla w_s|^2\,|k\rangle.$$
The leading error of the hole is thus
$$L_k=\sum_s\frac{\langle k|\,|\nabla w_s|^2\,|k\rangle}{2\Omega_s^2}\ge0.$$
To leading order the static hole is too deep. The orbital sum $\sum_sF_s/\Omega_s^2$ was tested against this gradient formula for both occupied orbitals of the model.

If $H$ contains a nonlocal potential, as in Hartree-Fock theory, that potential need not commute with $w_s$. Its double commutator must then be added, and the simple gradient formula and its sign no longer follow.

Q: What does the gradient tell me about wavelength?

A: Take a mode $w=B\cos(q\cdot r)$ and an orbital of uniform density in a large volume. Averaging over the cosine gives
$$\langle w^2\rangle=\tfrac12B^2,\qquad F=\tfrac12\cdot\tfrac12B^2q^2=\tfrac14B^2q^2.$$
The mean excitation energy is $F/\langle w^2\rangle=q^2/2$, the recoil energy of an electron that absorbs momentum $q$ from rest. If the orbital is a plane wave of momentum $k$, the two coupled states lie at $x=q^2/2\pm k\cdot q$, whose mean is this value. The static hole is reliable for modes with $q^2/2\ll\Omega$ and $|k\cdot q|\ll\Omega$, which means long waves and a slow electron.

At the opposite extreme, suppose the medium responds by knocking out one of its own slow electrons. For large $q$ its excitation energy is also about $q^2/2$. The denominator $\Omega+x$ is then about $2\Omega$, and the static formula makes this part of the hole twice too deep. A local hole potential samples $W_p$ at coincident points, so short waves do enter it.

Q: Does screened exchange suffer from the same trouble?

A: Its orbital sum stops at the occupied states, and its error starts one order later. With $y_i=\varepsilon_k-\varepsilon_i$, its correlation part is
$$S_k=\sum_{i,s}|M_{is}|^2\frac{2\Omega_s}{\Omega_s^2-y_i^2}.$$
Subtracting the static value $\sum_{i,s}2|M_{is}|^2/\Omega_s$ leaves
$$S_k-S_k^{(0)}=\sum_{i,s}|M_{is}|^2\frac{2y_i^2}{\Omega_s(\Omega_s^2-y_i^2)}.$$
There is no first-order term, because $W_p$ is even in frequency. Relative to its static value, each term errs by $y_i^2/(\Omega_s^2-y_i^2)$.

In the model the occupied energies are $-21.604$ and $-21.192$ eV. For the HOMO, $y_i$ is therefore either zero or 0.412 eV. The largest possible ratio $y_i/\Omega_s$ is $0.412/13.372=0.031$, so no term errs by more than about 0.1% of its static value. The computed $S_k$ changes from 1.413 eV to 1.414 eV. The unrounded change is $4.9\times10^{-4}$ eV.

Q: Those orders are formal unless you can vary the plasmon energy without changing the screening. Can you?

A: One can replace $\Omega_s$ by $\lambda\Omega_s$ and $w_s^2$ by $\lambda w_s^2$. Every ratio $w_s^2/\Omega_s$, and hence the whole static $W$, is then unchanged. The formulas predict
$$C_k-C_k^{(0)}\to\frac{L_k}{\lambda},\qquad S_k-S_k^{(0)}\propto\frac1{\lambda^2}.$$
For the HOMO the hole error is 0.612 eV at $\lambda=1$, 0.117 eV at $\lambda=10$ and 0.0131 eV at $\lambda=100$. Multiplication by $\lambda$ gives 0.612, 1.17 and 1.31 eV, approaching $L_k=1.328$ eV. The exchange error falls from $4.9\times10^{-4}$ to $4.9\times10^{-6}$ and then $4.9\times10^{-8}$ eV. Both laws were tested.

Locality was tested in the same limit. With all mode energies raised by $10^6$, the frequency-dependent hole operator was compared with the local potential. The largest difference between their matrix elements was $1.6\times10^{-5}$ of the greatest depth of that potential.

Q: But at $\lambda=1$ your leading correction is 1.328 eV and the actual error is 0.612 eV. The expansion looks useless there.

A: As a numerical correction it is poor. Adding it to the static value gives $-2.058+1.328=-0.730$ eV, whereas the frequency-dependent hole is $-1.446$ eV. The remaining term is $-0.716$ eV, nearly as large as the result of the first-order estimate itself.

The reason is visible in two averages for the HOMO. With $N_s=\langle k|w_s^2|k\rangle$, define
$$\bar x=\frac{\sum_sF_s}{\sum_sN_s},\qquad \Omega_{\rm eff}=\frac{\sum_sN_s}{\sum_sN_s/\Omega_s}.$$
They are 21.9 eV and 26.8 eV. Their ratio is 0.82, which is not small. The static hole is too deep by $0.612/1.446=42\%$ of its frequency-dependent value. This compact model, with its short-ranged structure, lies outside the comfortable regime of static COHSEX.

Q: Then is there anything reliable to say without expanding?

A: There is a bound from convexity. Closure gives $\sum_n|M_{ns}|^2=N_s$, so $p_n=|M_{ns}|^2/N_s$ are weights that add to one. Their mean excitation energy is $\bar x_s=F_s/N_s$. Suppose $\Omega_s+x_n>0$ for all coupled orbitals. The function $1/(\Omega_s+x)$ is convex there and lies above its tangent at $\bar x_s$:
$$\frac1{\Omega_s+x_n}\ge\frac1{\Omega_s+\bar x_s}-\frac{x_n-\bar x_s}{(\Omega_s+\bar x_s)^2}.$$
Average with $p_n$. The linear term vanishes by the definition of $\bar x_s$. Multiplying by $-N_s$ and summing over modes gives
$$C_k\le-\sum_s\frac{N_s}{\Omega_s+\bar x_s}.$$
For the HOMO the right side is $-1.280$ eV. The computed $-1.446$ eV lies below it, as it must. The bound needs no empty orbitals beyond those used for the modes, and it does not fail when $\bar x_s$ is comparable with $\Omega_s$.

Q: You called the static hole "too deep to leading order". Is it ever certain to be too deep?

A: For the lowest orbital it is. All $x_n$ are then nonnegative, so $1/(\Omega_s+x_n)\le1/\Omega_s$ in every term. The inequality is strict if a mode couples the orbital to any higher one. The model gives $-2.069$ eV statically and $-1.446$ eV with frequency dependence. For higher orbitals, lower-lying states contribute with the opposite sign and the theorem does not apply. The HOMO has one such state, only 0.412 eV below it, and its static hole is still too deep.

Q: I noticed something odd. The HOMO average of the hole potential is $-2.058$ eV. Yet the potential is $-1.976$ eV midway between the wells and $-1.749$ eV at a well centre. How can the average lie below both?

A: An average cannot lie below every value being averaged, so the potential must be deeper than $-2.058$ eV somewhere else. At 3.0 Å it is $-1.274$ eV and at 5.0 Å it is $-0.045$ eV, so those points are not the place either. The four sampled points simply miss the deepest region. It lies on either side of each well centre: the potential is $-2.38$ eV at 0.6 Å and $-2.47$ eV at 2.2 Å, and it is deepest, about $-2.49$ eV, near $|x|=2.3$ Å.

Q: Put the pieces together for the HOMO. Does the large hole error survive in the whole self-energy?

A: It does, and it looks worse because two larger numbers cancel. The correlation part is
$$\Sigma_c^{\rm COHSEX}=1.413-2.058=-0.645\ \text{eV},\qquad \Sigma_c^{GW}=1.414-1.446\approx-0.03\ \text{eV}.$$
The unrounded GW sum is $-0.033$ eV. The difference is $0.6122+0.0005\approx0.613$ eV, almost entirely from the hole. Bare exchange is $-20.180$ eV, so the complete static expectation value is $-20.825$ eV. The error is 3% of that total, though it is many times the GW correlation part. Which comparison matters depends on the quantity wanted.

Q: Energy gaps are differences. Perhaps the error cancels between the HOMO and the lowest empty orbital, the LUMO.

A: Part of it does. For the LUMO the correlation part is $-0.537$ eV in COHSEX and $-0.351$ eV in GW, an error of 0.186 eV. The contribution of correlation to the difference between LUMO and HOMO is
$$-0.537-(-0.645)=+0.108\ \text{eV}\quad\text{in COHSEX},$$
$$-0.351-(-0.033)=-0.318\ \text{eV}\quad\text{in GW}.$$
Even the sign differs. The static value is higher by 0.426 eV.

These are contributions to a gap, not a predicted quasiparticle gap. The latter would require adding bare exchange and knowing which Hartree and exchange-correlation potentials are already in $H$, and the model does not specify them. The self-energy has also been evaluated at the orbital energies, not at shifted quasiparticle energies.

Q: Why is the total error smaller for the LUMO?

A: The form of $\Sigma_c$ before the split shows two competing errors. For an empty orbital $k$, every occupied term changes from $1/\Omega_s$ to $1/(\Omega_s+y_i)$ with $y_i>0$, which lowers the self-energy. An empty orbital at $x_a>0$ changes its term from $-1/\Omega_s$ to $-1/(\Omega_s+x_a)$, which raises it. For the LUMO the $y_i$ are 12.1 and 12.5 eV, so the lowering is not negligible for the softer modes. For the HOMO the $y_i$ are 0 and 0.4 eV, and almost none of this compensation is available. The raising by the empty orbitals need not be the same for the two states either, so the compensation is not the only source of the difference. Separated state by state, the occupied terms lower the LUMO by 0.296 eV and the HOMO by only 0.010 eV, while the empty terms raise them by 0.482 and 0.622 eV. The compensation thus supplies 0.286 eV of the 0.426 eV difference, and the smaller raising of the LUMO supplies the other 0.140 eV.

The same numbers warn against treating the LUMO's screened exchange by itself as static. The lowest mode, at 13.4 eV, is odd under reflection. It couples the even LUMO to the odd HOMO, for which $y_i$ is 12.1 eV, and not to the even lowest orbital. Since 12.1 eV is close to 13.4 eV, the separate parts are sensitive to the nearby canceling pole described earlier.

Q: So what would convince you that static COHSEX is adequate for a given system?

A: I would ask two questions. For screened exchange, are the occupied states that couple to the orbital within an energy much smaller than $\Omega_s$? For the hole, is
$$\frac{\langle k|\,|\nabla w_s|^2\,|k\rangle}{2\,\langle k|w_s^2|k\rangle}\ll\Omega_s$$
for the modes that supply most of $W_p(r,r,0)$? The left side is $\bar x_s$, a mean of signed energies. For the lowest orbital a small mean is enough, because $C_k$ then lies between the static value and the convexity bound. For other orbitals the spread of the coupled $x_n$ must be small as well. A plane wave with $k=1$, a parallel $q=0.3$ and $\Omega=0.5$ has $\bar x/\Omega=0.09$, yet its coupled states lie at $x=0.345$ and $-0.255$, and the static hole is only 0.76 of the frequency-dependent one. The exchange condition can hold very well while the hole condition fails, as it does for the HOMO here. Closure is sound in both situations. What fails is the assumption that the medium responds instantly to an electron that recoils as it polarizes its surroundings. The numerical output below gives the values for this model. The main one is the static HOMO hole energy of $-2.058$ eV, or $-0.07565$ hartree.

## Computed values

```
electrons: 4, grid points and orbitals: 101
well depth: 30.0 eV, width: 1.0 angstrom
well centres: +-1.6, softening: 0.5 angstrom
grid step: 0.2, half box: 10.0 angstrom
orbital energy 1: -21.604 eV
orbital energy 2: -21.192 eV
orbital energy 3: -9.132 eV
orbital energy 4: -5.937 eV
HOMO-LUMO gap of the one-body Hamiltonian: 12.060 eV
lowest RPA mode energy: 13.372 eV
highest orbital energy on the grid: 919.0 eV
HOMO: effective mode energy: 26.800 eV
HOMO: mean excitation energy in COH: 21.929 eV
hole potential Wp/2 at 0.0 angstrom: -1.976 eV
hole potential Wp/2 at 1.6 angstrom: -1.749 eV
hole potential Wp/2 at 3.0 angstrom: -1.274 eV
hole potential Wp/2 at 5.0 angstrom: -0.045 eV
probe energy / q^2 at well centre: -1.749 eV
HOMO static COH, 2 states: -0.707 eV
HOMO static COH, 4 states: -1.446 eV
HOMO static COH, 8 states: -1.573 eV
HOMO static COH, 16 states: -1.852 eV
HOMO static COH, 32 states: -2.047 eV
HOMO static COH, 101 states: -2.058 eV
lowest: SEX correlation part, static: 1.397 eV
lowest: SEX correlation part, dynamic: 1.398 eV
lowest: COH static: -2.069 eV
lowest: COH dynamic: -1.446 eV
lowest: leading COH correction: 1.284 eV
HOMO: SEX correlation part, static: 1.413 eV
HOMO: SEX correlation part, dynamic: 1.414 eV
HOMO: COH static: -2.058 eV
HOMO: COH dynamic: -1.446 eV
HOMO: leading COH correction: 1.328 eV
HOMO: convexity upper bound on COH: -1.280 eV
HOMO: COH static, converted: -0.07565 hartree
HOMO: bare exchange: -20.180 eV
HOMO: correlation, COHSEX: -0.645 eV
HOMO: correlation, dynamic GW: -0.033 eV
LUMO: bare exchange: -3.266 eV
LUMO: correlation, COHSEX: -0.537 eV
LUMO: correlation, dynamic GW: -0.351 eV
modes x1: dynamic - static, SEX 4.932e-04 eV, COH 6.122e-01 eV
modes x10: dynamic - static, SEX 4.928e-06 eV, COH 1.170e-01 eV
modes x100: dynamic - static, SEX 4.928e-08 eV, COH 1.310e-02 eV
largest split error: 2.1e-13 eV
relative nonlocal remainder, modes x1e6: 1.6e-05
```
